**Smearing bias and the matched Gaussian width in a plane-wave crystal**

At fixed electron number, the program tests F − E0 = −½ m2 σ² N(EF) to leading order, where F is the smeared free energy, E0 the zero-width energy, m2 the second moment of the broadening, σ its width and N(EF) the density of states per cell with both spins. It asserts the moments, occupations and entropies of four smearing schemes against quadrature, and the convolution formula for the grand potential on discrete levels. For a self-consistent one-dimensional model, it compares smeared free energies with a separate integration over the sharp Fermi sea. It also asserts the fourth-order remainder for Fermi-Dirac and Gaussian smearing, the chemical-potential shift for fixed bands and the cubic error of cold smearing. At kT = 0.1 eV the predicted shift is −3.691 meV per cell; the computed shifts are −3.696 meV for Fermi-Dirac and −3.694 meV for the matched Gaussian. A direct search for equal free energies at kT = 0.05 eV gives a width ratio of 2.5653, close to the leading-order value π√(2/3) = 2.5651. On the three coarser meshes examined, the matched Gaussian has the smaller mesh error, so equal leading bias does not mean equal mesh convergence.

## Numerical check

```python
# Result under test: at fixed electron number the smeared free energy obeys
#   F(width) - E0 = -(1/2) * m2 * width^2 * N(EF) + higher order,
# m2 = second moment of the broadening D(t), N(EF) = density of states per
# cell with both spins. Equal errors of Gaussian exp(-t^2)/sqrt(pi) and
# Fermi-Dirac smearing then need width_G = pi*sqrt(2/3)*kT.
# Model: 1D plane-wave crystal, potential (W0 + U*r)*cos(Gx), where r is the
# summed expectation value of cos(Gx); interaction energy U*r^2/2.
# Energies in eV, lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, entr, erfc

A = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2
a, n_el, W0, U = 2.0, 1.0, 6.0, 10.0
G = 2 * np.pi / a * np.arange(-4, 5)
SQ2 = np.sqrt(2.0)


def gauss(t):
    return np.exp(-t * t) / np.sqrt(np.pi)


def broadening(name, t):
    if name == "FD":
        return expit(t) * expit(-t)
    if name == "Gauss":
        return gauss(t)
    if name == "MP1":
        return gauss(t) * (1.5 - t * t)
    return gauss(t - 1 / SQ2) * (2 - SQ2 * t)           # cold smearing


def occupation_entropy(name, x):
    if name == "FD":
        f = expit(x)
        return f, entr(f) + entr(expit(-x))
    if name == "Gauss":
        return 0.5 * erfc(-x), 0.5 * gauss(x)
    if name == "MP1":
        return (0.5 * erfc(-x) + 0.5 * x * gauss(x),
                0.25 * (1 - 2 * x * x) * gauss(x))
    y = x - 1 / SQ2
    return 0.5 * erfc(-y) + gauss(y) / SQ2, -y * gauss(y) / SQ2


SCHEMES = ("FD", "Gauss", "MP1", "Cold")


def integral(fun, lo, hi):
    return quad(fun, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


# Moments, occupations and entropies from the definition of the broadening
moments = {}
for s in SCHEMES:
    L = 45.0 if s == "FD" else 10.0
    moments[s] = [integral(lambda t: t**p * broadening(s, t), -L, 0)
                  + integral(lambda t: t**p * broadening(s, t), 0, L)
                  for p in range(4)]
    assert abs(moments[s][0] - 1) < 1e-9 and abs(moments[s][1]) < 1e-9
    for x in (-1.3, 0.4, 2.1):
        f, ent = occupation_entropy(s, x)
        f_def = integral(lambda t: broadening(s, t), -L, x)
        s_def = -integral(lambda t: t * broadening(s, t), -L, x)
        assert abs(f - f_def) < 1e-9 and abs(ent - s_def) < 1e-9
m2 = {s: moments[s][2] for s in SCHEMES}
assert abs(m2["FD"] - np.pi**2 / 3) < 1e-8
assert abs(m2["Gauss"] - 0.5) < 1e-8
assert abs(m2["MP1"]) < 1e-8 and abs(m2["Cold"]) < 1e-8
assert abs(moments["Cold"][3] + 1 / SQ2) < 1e-8
match = np.pi * np.sqrt(2 / 3)
assert abs(np.sqrt(m2["FD"] / m2["Gauss"]) - match) < 1e-7


def bands(k, r):
    """Eigenvalues, <cos(Gx)> and band velocities at the k-points."""
    k = np.atleast_1d(k)
    H = np.zeros((len(k), len(G), len(G)))
    i = np.arange(len(G))
    H[:, i, i] = A * (k[:, None] + G)**2
    H[:, i[:-1], i[1:]] = H[:, i[1:], i[:-1]] = 0.5 * (W0 + U * r)
    e, u = np.linalg.eigh(H)
    c = np.sum(u[:, :-1, :] * u[:, 1:, :], axis=1)
    v = np.sum(2 * A * (k[:, None] + G)[:, :, None] * u**2, axis=1)
    return e, c, v


# Zero-width reference: integrate over the occupied Fermi sea
kF = np.pi * n_el / (2 * a)
node, wt = np.polynomial.legendre.leggauss(40)
k_sea, w_sea = 0.5 * kF * (node + 1), 0.5 * kF * wt * 2 * a / np.pi


def sea_response(r):
    return w_sea @ bands(k_sea, r)[1][:, 0]


r0 = brentq(lambda r: sea_response(r) - r, -0.6, 0.1, xtol=1e-14)
E0 = w_sea @ bands(k_sea, r0)[0][:, 0] - 0.5 * U * r0**2
eF, _, vF = bands(kF, r0)
EF, vF = eF[0, 0], vF[0, 0]


def dos_at_k(k):
    return 2 * a / (np.pi * bands(k, r0)[2][0, 0])


N_F = dos_at_k(kF)
dk = 1e-4
dN_F = (dos_at_k(kF + dk) - dos_at_k(kF - dk)) / (2 * dk * vF)


def mesh(nk):
    return (np.arange(nk // 2) + 0.5) * 2 * np.pi / (a * nk), 4.0 / nk


def smeared(name, width, r, nk):
    """Smeared solution for a fixed potential; w includes spin and -k."""
    k, w = mesh(nk)
    e, c, _ = bands(k, r)

    def excess(mu):
        return w * occupation_entropy(name, (mu - e) / width)[0].sum() - n_el

    mu = brentq(excess, EF - 1, EF + 1, xtol=1e-13)
    f, ent = occupation_entropy(name, (mu - e) / width)
    S = w * ent.sum()
    E = w * np.sum(f * e) - 0.5 * U * r * r
    return dict(F=E - width * S, E=E, S=S, mu=mu, r_out=w * np.sum(f * c))


def scf(name, width, nk=400):
    r = brentq(lambda q: smeared(name, width, q, nk)["r_out"] - q,
               r0 - 0.08, r0 + 0.08, xtol=1e-13)
    out = smeared(name, width, r, nk)
    out["r"] = r
    return out


# Exact convolution of the grand potential, tested on discrete levels
k40, w40 = mesh(40)
levels = bands(k40, r0)[0][:, 0]
t = np.linspace(-40, 40, 40001)
mu_test, width_test = EF + 0.13, 0.2
sharp = w40 * np.minimum(
    levels[None, :] - mu_test + width_test * t[:, None], 0).sum(axis=1)
for s in SCHEMES:
    f, ent = occupation_entropy(s, (mu_test - levels) / width_test)
    direct = w40 * np.sum(f * (levels - mu_test) - width_test * ent)
    conv = np.sum(broadening(s, t) * sharp) * (t[1] - t[0])
    assert abs(direct - conv) < 1e-6

# Leading error and the order of its remainder, self-consistently
kT = 0.1
sigma = match * kT
widths = {"FD": kT, "Gauss": sigma, "MP1": sigma, "Cold": sigma}
res = {s: scf(s, widths[s]) for s in SCHEMES}
half = {s: scf(s, widths[s] / 2) for s in ("FD", "Gauss")}
lead = -0.5 * m2["FD"] * kT**2 * N_F
remainder_ratio = {}
for s in ("FD", "Gauss"):
    law = -0.5 * m2[s] * widths[s]**2 * N_F
    assert abs((half[s]["F"] - E0) / (law / 4) - 1) < 5e-3
    rem_full = res[s]["F"] - E0 - law
    rem_half = half[s]["F"] - E0 - law / 4
    remainder_ratio[s] = rem_full / rem_half
    assert 14 < remainder_ratio[s] < 18.5          # fourth order gives 16
    assert abs((res[s]["E"] - E0) / (-law) - 1) < 0.03
    assert abs(0.5 * (res[s]["E"] + res[s]["F"]) - E0) < 0.02 * abs(law)
    h = 0.02 * widths[s]
    slope = (scf(s, widths[s] + h)["F"] - scf(s, widths[s] - h)["F"]) / (2 * h)
    assert abs(-slope / res[s]["S"] - 1) < 1e-3
assert abs(res["MP1"]["F"] - E0) < 0.1 * abs(lead)

# Chemical-potential shift for fixed bands
shift = smeared("FD", kT / 2, r0, 400)["mu"] - EF
shift_law = -0.5 * m2["FD"] * (kT / 2)**2 * dN_F / N_F
assert abs(shift / shift_law - 1) < 0.02

# Third-order error of cold smearing
cold_err = scf("Cold", 0.05, 800)["F"] - E0
cold_law = moments["Cold"][3] * 0.05**3 * dN_F / 6
assert abs(cold_err / cold_law - 1) < 0.05

# Matching width found from full free energies, without the moments
target = half["FD"]["F"]
found = brentq(lambda q: scf("Gauss", q)["F"] - target, 0.10, 0.16, xtol=1e-9)
found_ratio = found / (kT / 2)
assert abs(found_ratio / match - 1) < 2e-3

# Fourier damping at equal bias, and its effect on the k-mesh error
for y in (1.0, 2.5, 4.0):
    tau = y / np.pi
    ft_fd = np.sum(np.cos(tau * t) * broadening("FD", t)) * (t[1] - t[0])
    ft_g = np.sum(np.cos(tau * match * t) * gauss(t)) * (t[1] - t[0])
    assert abs(ft_fd - y / np.sinh(y)) < 1e-8
    assert abs(ft_g - np.exp(-y * y / 6)) < 1e-8 and ft_g < ft_fd
mesh_err = {}
for nk in (24, 40, 60):
    for s in ("FD", "Gauss"):
        mesh_err[nk, s] = scf(s, widths[s], nk)["F"] - res[s]["F"]
    assert abs(mesh_err[nk, "Gauss"]) < abs(mesh_err[nk, "FD"])

x = np.linspace(-12, 12, 4801)
occ_diff = np.max(np.abs(occupation_entropy("FD", x)[0]
                         - occupation_entropy("Gauss", x / match)[0]))
assert occ_diff > 0.01

print(f"lattice constant = {a:.1f} angstrom; electrons per cell = {n_el:.0f}")
print(f"external amplitude W0 = {W0:.1f} eV; repulsion U = {U:.1f} eV")
print(f"plane waves = {len(G)}; dense mesh = 400 k-points")
print(f"hbar^2/2m = {A:.5f} eV angstrom^2")
print(f"kF = {kF:.6f} 1/angstrom; velocity dE/dk = {vF:.5f} eV angstrom")
print(f"zero-width r0 = {r0:.7f}; effective amplitude = {W0+U*r0:.5f} eV")
print(f"E0 = {E0:.7f} eV per cell; EF = {EF:.6f} eV")
print(f"N(EF) = {N_F:.6f} states/(eV cell)")
print(f"dN/dE at EF = {dN_F:.6f} states/(eV^2 cell)")
for s in SCHEMES:
    print(f"{s}: second moment = {m2[s]+0.0:.6f}; third = {moments[s][3]:.6f}")
print(f"matching factor = {match:.6f}")
print(f"factor for standard deviation = {match/SQ2:.6f}")
print(f"kT = {kT:.3f} eV; matched Gaussian width = {sigma:.6f} eV")
print(f"temperature for this kT = {kT*const.e/const.k:.1f} K")
print(f"predicted leading free-energy error = {1e3*lead:.5f} meV per cell")
for s in SCHEMES:
    q = res[s]
    print(f"{s}: F = {q['F']:.7f} eV; E = {q['E']:.7f} eV")
    print(f"{s}: F-E0 = {1e3*(q['F']-E0):.5f} meV; "
          f"E-E0 = {1e3*(q['E']-E0):.5f} meV")
for s in ("FD", "Gauss"):
    q = res[s]
    print(f"{s}: S = {q['S']:.6f}; r-r0 = {q['r']-r0:.3e} (dimensionless)")
    print(f"{s}: (E+F)/2-E0 = {1e3*(0.5*(q['E']+q['F'])-E0):.6f} meV")
    print(f"{s}: remainder ratio on doubling width = {remainder_ratio[s]:.3f}")
print(f"fixed bands, kT = {kT/2:.3f} eV: mu-EF = {1e3*shift:.5f} meV; "
      f"law = {1e3*shift_law:.5f} meV")
print(f"cold, width 0.05 eV: F-E0 = {1e6*cold_err:.4f} micro-eV; "
      f"law = {1e6*cold_law:.4f} micro-eV")
print(f"width ratio from equal F at kT = {kT/2:.3f} eV: {found_ratio:.6f}")
print(f"largest occupation difference at matched width = {occ_diff:.5f}")
for nk in (24, 40, 60):
    print(f"{nk} k-points: mesh error FD = {1e3*mesh_err[nk,'FD']:.5f} meV; "
          f"Gauss = {1e3*mesh_err[nk,'Gauss']:.5f} meV")
print("all assertions hold")
```

Running it gives:

```
lattice constant = 2.0 angstrom; electrons per cell = 1
external amplitude W0 = 6.0 eV; repulsion U = 10.0 eV
plane waves = 9; dense mesh = 400 k-points
hbar^2/2m = 3.80998 eV angstrom^2
kF = 0.785398 1/angstrom; velocity dE/dk = 5.67460 eV angstrom
zero-width r0 = -0.1337881; effective amplitude = 4.66212 eV
E0 = 0.3792398 eV per cell; EF = 1.970447 eV
N(EF) = 0.224375 states/(eV cell)
dN/dE at EF = -0.046906 states/(eV^2 cell)
FD: second moment = 3.289868; third = 0.000000
Gauss: second moment = 0.500000; third = 0.000000
MP1: second moment = 0.000000; third = 0.000000
Cold: second moment = -0.000000; third = -0.707107
matching factor = 2.565100
factor for standard deviation = 1.813799
kT = 0.100 eV; matched Gaussian width = 0.256510 eV
temperature for this kT = 1160.5 K
predicted leading free-energy error = -3.69083 meV per cell
FD: F = 0.3755440 eV; E = 0.3829459 eV
FD: F-E0 = -3.69585 meV; E-E0 = 3.70609 meV
Gauss: F = 0.3755458 eV; E = 0.3829402 eV
Gauss: F-E0 = -3.69399 meV; E-E0 = 3.70036 meV
MP1: F = 0.3792444 eV; E = 0.3792259 eV
MP1: F-E0 = 0.00457 meV; E-E0 = -0.01388 meV
Cold: F = 0.3793437 eV; E = 0.3790192 eV
Cold: F-E0 = 0.10394 meV; E-E0 = -0.22057 meV
FD: S = 0.074019; r-r0 = -6.453e-05 (dimensionless)
FD: (E+F)/2-E0 = 0.005120 meV
FD: remainder ratio on doubling width = 16.234
Gauss: S = 0.028827; r-r0 = -6.444e-05 (dimensionless)
Gauss: (E+F)/2-E0 = 0.003188 meV
Gauss: remainder ratio on doubling width = 16.109
fixed bands, kT = 0.050 eV: mu-EF = 0.86112 meV; law = 0.85969 meV
cold, width 0.05 eV: F-E0 = 0.7043 micro-eV; law = 0.6910 micro-eV
width ratio from equal F at kT = 0.050 eV: 2.565257
largest occupation difference at matched width = 0.02266
24 k-points: mesh error FD = -2.26877 meV; Gauss = -1.91809 meV
40 k-points: mesh error FD = -0.23555 meV; Gauss = -0.08401 meV
60 k-points: mesh error FD = -0.01697 meV; Gauss = -0.00038 meV
all assertions hold
```
